# Mott's criterion from the loss of a Thomas-Fermi screened donor state

Before a doped semiconductor is put into a supercell, one must decide what a shallow donor is at the chosen doping. It may be a neutral centre holding its electron in a wide hydrogen-like orbital, or a bare positive ion in a gas of free carriers. The choice fixes the cell size, the charge state and the occupation of the levels. The band occupation of a small spin-unpolarised cell cannot settle it: with one donor electron per cell and spin-degenerate bands, some band is partly filled at every cell size, so such a mean-field calculation gives a metal even for distant donors. A spin-polarised calculation can open a gap when the donors are far apart, but that route is not followed here. A separate estimate of the critical density is derived instead.

## The estimate: screening length equal to Bohr radius

Take a single isotropic parabolic band of mass \(m\), with spin degeneracy two, in a host of permittivity \(\varepsilon=\varepsilon_0\varepsilon_r\). The donor has charge \(+e\). Unscreened, it binds an electron with the effective Bohr radius and Rydberg

\[
a=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad \mathrm{Ry}^*=\frac{\hbar^2}{2ma^2}.
\]

Now approach from the metallic side. Assume that all donor electrons, of density \(n\), are free and at zero temperature, and that the other donors form a uniform positive background. In a periodic volume \(\Omega\) each wavevector occupies \((2\pi)^3/\Omega\), so filling a sphere of radius \(k_F\) with two electrons per wavevector gives

\[
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\]

With \(\mu=\hbar^2k_F^2/2m\), the density responds to the chemical potential as

\[
\frac{dn}{d\mu}=\frac{dn/dk_F}{d\mu/dk_F}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2}.
\]

Let \(V(r)\) be the potential energy of an electron near the donor. Thomas-Fermi theory gives each point the density of a uniform gas with chemical potential \(\mu-V\). To first order in \(V\), the excess density is \(\delta n=-(dn/d\mu)V\), positive where \(V\) is attractive. The electrostatic potential is \(-V/e\) and the charge density is \(e\,\delta(\mathbf r)-e\,\delta n\), so Poisson's equation becomes

\[
\nabla^2V=\frac{e^2}{\varepsilon}\left[\delta(\mathbf r)-\delta n\right]
=\frac{e^2}{\varepsilon}\delta(\mathbf r)+\kappa^2V,\qquad
\kappa^2=\frac{e^2}{\varepsilon}\frac{dn}{d\mu}.
\]

Since \(\nabla^2(e^{-\kappa r}/r)=\kappa^2e^{-\kappa r}/r-4\pi\delta(\mathbf r)\), the decaying solution is

\[
V(r)=-\frac{e^2}{4\pi\varepsilon}\frac{e^{-\kappa r}}{r}.
\]

The excess density is then \(\delta n=\kappa^2e^{-\kappa r}/(4\pi r)\). Its integral is \(\kappa^2\int_0^\infty re^{-\kappa r}dr=1\): one electron's worth of charge gathers around the donor and neutralises it.

Inserting \(dn/d\mu\), and using \(me^2/(\varepsilon\hbar^2)=4\pi/a\), gives

\[
\kappa^2=\frac{me^2}{\varepsilon\hbar^2}\frac{k_F}{\pi^2}=\frac{4k_F}{\pi a}.
\]

Write \(q=\kappa a\). Then \(k_Fa=\pi q^2/4\), and the density follows from \(n=k_F^3/(3\pi^2)\):

\[
na^3=\frac{1}{3\pi^2}\left(\frac{\pi q^2}{4}\right)^3=\frac{\pi q^6}{192},
\qquad
n^{1/3}a=\left(\frac{\pi}{192}\right)^{1/3}q^2.
\]

The orbital should be lost roughly when the attraction is cut off inside it, at \(\kappa^{-1}=a\). Setting \(q=1\) gives \(n^{1/3}a=0.25\), which is Mott's criterion in its simplest form. The sixth power of \(q\) is a warning: a modest change in the threshold changes the density strongly.

## What the value \(\kappa a=1\) means

From here on, lengths are in units of \(a\) and energies in \(\hbar^2/(ma^2)=2\,\mathrm{Ry}^*\). The one-electron Hamiltonian is

\[
H=-\tfrac12\nabla^2-\frac{e^{-qr}}{r}.
\]

Its continuum starts at zero energy, so any normalised function with a negative mean energy proves that a bound state exists. Try \(\psi=\sqrt{\alpha^3/\pi}\,e^{-\alpha r}\). Because \(|\nabla\psi|^2=\alpha^2\psi^2\), the kinetic energy is \(\alpha^2/2\). The potential energy is

\[
-\frac{\alpha^3}{\pi}\,4\pi\int_0^\infty r\,e^{-(2\alpha+q)r}dr=-\frac{4\alpha^3}{(2\alpha+q)^2}.
\]

The sum is therefore

\[
E(\alpha)=\frac{\alpha^2}{2}-\frac{4\alpha^3}{(2\alpha+q)^2}.
\]

In the weakly screened limit, \(\alpha=1\) gives \(E\simeq-\tfrac12+q\). This is the hydrogen energy raised by the constant in \(-e^{-qr}/r\simeq-1/r+q\): weak screening lifts the level before it much alters the orbital.

For stronger screening, \(E(\alpha)<0\) requires \((2\alpha+q)^2<8\alpha\), or, with \(t=\sqrt{2\alpha}\),

\[
q<2t-t^2=1-(1-t)^2.
\]

The right side is largest at \(t=1\), that is \(\alpha=\tfrac12\), where it equals one. The simple estimate thus coincides with the point at which the 1s trial function ceases to prove binding. A variational energy lies above the true ground-state energy, so the true threshold cannot be below \(q=1\), but it may be higher. It is higher: diagonalization at \(q=1\) gives a level at \(-0.0206\,\mathrm{Ry}^*\).

## The threshold of the screened potential

The centrifugal term is positive, so the last state to survive is an s state. Put \(\psi=u(r)/r\), with \(u(0)=0\). At zero energy \(-\tfrac12u''-e^{-qr}u/r=0\). Changing the variable to \(x=qr\) turns \(d^2/dr^2\) into \(q^2d^2/dx^2\) and \(1/r\) into \(q/x\). Dividing by \(-q^2/2\) leaves

\[
u''+\lambda w(x)u=0,\qquad w(x)=\frac{e^{-x}}{x},\qquad \lambda=\frac2q .
\]

At large \(x\) the solution is a straight line. At the threshold the line is flat, \(u'(\infty)=0\), since a decaying bound-state tail \(e^{-\sqrt{2|E|}\,r}\) becomes flat as \(E\to0\).

To see that this condition decides binding, consider the mean energy of any radial function. It has the sign of

\[
\int_0^\infty u'^2dx-\lambda\int_0^\infty wu^2dx .
\]

Let \(\lambda_1\) be the minimum of the ratio \(\int u'^2dx/\int wu^2dx\) over functions with \(u(0)=0\). Varying \(u\) with a free far end gives the equation and the boundary condition above, so \(\lambda_1\) is their lowest eigenvalue. If \(\lambda\le\lambda_1\), no function has negative energy. If \(\lambda>\lambda_1\), the minimising function makes the expression negative. That function tends to a constant \(C\) and is not normalisable, but it can be brought linearly to zero between \(x=L\) and \(x=2L\). The slope \(C/L\) over a length \(L\) costs \(C^2/L\), which vanishes as \(L\) grows, so the expression stays negative. A bound state therefore exists when \(q<q_c=2/\lambda_1\) and not when \(q>q_c\).

A lower bound on \(q_c\) follows from the trial function \(u=1-e^{-sx}\). Its slope integral is \(s^2\int_0^\infty e^{-2sx}dx=s/2\). For the other integral, expand the square and use \(\int_0^\infty(e^{-bx}-e^{-cx})dx/x=\ln(c/b)\):

\[
\begin{aligned}
\int_0^\infty wu^2dx
&=\int_0^\infty\frac{e^{-x}-2e^{-(1+s)x}+e^{-(1+2s)x}}{x}dx\\
&=\ln(1+s)-\ln\frac{1+2s}{1+s}
=\ln\frac{(1+s)^2}{1+2s}.
\end{aligned}
\]

The ratio cannot be below \(\lambda_1\), so \(q_c\ge(4/s)\ln[(1+s)^2/(1+2s)]\). The choice \(s=3/2\) gives

\[
q_c\ge\frac83\ln\frac{25}{16}=1.1901 .
\]

For an upper bound, integrate the differential equation twice, using \(u'(\infty)=0\) and then \(u(0)=0\):

\[
u(x)=\lambda\int_0^xdz\int_z^\infty w(y)u(y)dy
=\lambda\int_0^\infty\min(x,y)\,w(y)u(y)dy .
\]

The factor \(\min(x,y)\) is the range of \(z\) that lies below both \(x\) and \(y\). Multiplication by \(\sqrt{w(x)}\) gives an eigenvalue problem for \(\sqrt w\,u\) with the symmetric kernel \(K(x,y)=\sqrt{w(x)}\min(x,y)\sqrt{w(y)}\), whose eigenvalues are \(1/\lambda_i\). The sum of their squares is the double integral of \(K^2\), and one term cannot exceed the sum:

\[
\begin{aligned}
\frac1{\lambda_1^2}
&\le2\int_0^\infty\frac{e^{-y}}y\left[\int_0^yxe^{-x}dx\right]dy\\
&=2\int_0^\infty\frac{e^{-y}}y\left[1-(1+y)e^{-y}\right]dy\\
&=2\int_0^\infty\frac{e^{-y}-e^{-2y}}y\,dy-2\int_0^\infty e^{-2y}dy
=2\ln2-1 .
\end{aligned}
\]

The factor 2 counts the equal regions \(x<y\) and \(x>y\). Because this double integral is finite, the spectrum of \(K\) is discrete and the minimum used above is attained. Hence

\[
1.190\le q_c\le2\sqrt{2\ln2-1}=1.243 .
\]

Numerical integration of the zero-energy equation gives \(\lambda_1=1.6798\) and \(q_c=1.1906\). A variational calculation with six exponentials agrees, and radial diagonalization finds a bound state at a tested value below the threshold and none at a tested value above it. With this threshold,

\[
n^{1/3}a=\left(\frac\pi{192}\right)^{1/3}(1.1906)^2=0.36 .
\]

The threshold is exact, up to numerical precision, for one electron in the Yukawa potential. It is not an exact result for the metal-insulator transition.

## A model donor in numbers

Take \(m=0.2\) electron masses and \(\varepsilon_r=10\), round values that stand for no particular material. The effective radius is \(10/0.2=50\) times the hydrogen Bohr radius, or \(a=2.646\) nm, and \(\mathrm{Ry}^*=27.21\) meV. The two criteria give

\[
\begin{aligned}
q=1:\quad n&=\frac{0.01636}{(2.646\times10^{-7}\,\mathrm{cm})^3}=8.8\times10^{17}\,\mathrm{cm}^{-3},\\
q=q_c:\quad n&=\frac{0.04661}{(2.646\times10^{-7}\,\mathrm{cm})^3}=2.5\times10^{18}\,\mathrm{cm}^{-3}.
\end{aligned}
\]

The threshold moved by less than a fifth, yet the density rose by a factor of 2.85, as the sixth power requires. For a cubic cell with one donor, the side is \(n^{-1/3}\): 10.4 nm in the first case and 7.4 nm in the second, or 3.9 and 2.8 effective Bohr radii.

At the lower density the remaining binding energy is \(0.0206\times27.21=0.56\) meV. The tail \(e^{-\sqrt{2|E|}\,r}\) then has a decay length \(a/\sqrt{0.0206}\simeq7a\), larger than the mean donor spacing of \(3.9a\). The isolated-donor problem still has a bound state, but its orbital spreads over neighbouring donors. A one-centre threshold is a criterion for consistency of the screened-gas picture, not a description of separate neutral atoms just below it.

The Fermi energy is \((k_Fa)^2\,\mathrm{Ry}^*\). It is \(0.7854^2\times27.21=16.8\) meV at the lower density and \(1.1133^2\times27.21=33.7\) meV at the higher one, corresponding to 195 K and 391 K. The zero-temperature formula needs temperatures well below these.

In the opposite, non-degenerate limit, \(n\propto e^{\mu/k_BT}\) gives \(dn/d\mu=n/(k_BT)\). Since \(e^2/\varepsilon=8\pi a\,\mathrm{Ry}^*\), the screening relation becomes

\[
q^2=8\pi na^3\frac{\mathrm{Ry}^*}{k_BT},\qquad
na^3=\frac{q^2}{8\pi}\frac{k_BT}{\mathrm{Ry}^*}.
\]

Here \(n\) is the density of free carriers, which need not equal the donor density. The bound state is again lost at \(q_c\), but the density varies as \(q^2\) instead of \(q^6\), and it depends on temperature. The formula holds only while the gas at that density is non-degenerate. At \(q_c\) it gives \(3\pi^2na^3=(3\pi q_c^2/8)\,k_BT/\mathrm{Ry}^*=1.67\,k_BT/\mathrm{Ry}^*\), so \(E_F=(1.67\,k_BT/\mathrm{Ry}^*)^{2/3}\,\mathrm{Ry}^*\), and \(k_BT\gg E_F\) requires \(k_BT\gg1.67^2\,\mathrm{Ry}^*\approx2.8\,\mathrm{Ry}^*\). This describes the loss of a level in a hot classical gas, not Mott's zero-temperature criterion.

## Comparing the two coefficients

Measured transitions in many doped semiconductors are summarised by a coefficient of roughly a quarter. For anisotropic valleys the radius is not unique, and the coefficient depends on the choice: for phosphorus in silicon, with a critical density near \(3.7\times10^{18}\,\mathrm{cm}^{-3}\), it is about 0.21 with a radius taken from the donor binding energy and about 0.37 with the formula for \(a\) above and the conductivity mass. The cruder single-valley threshold matches this, although the hosts include many-valley ones such as silicon and germanium, while the accurate solution of the same potential moves away from it. The agreement at 0.25 is therefore no evidence that linearised Thomas-Fermi screening of a single donor describes the transition quantitatively.

Two ratios show how far the screening theory is stretched. It uses the long-wavelength response of the gas, whereas the free-electron response varies on the wavevector scale \(2k_F\), the diameter of the Fermi sphere. From \(k_Fa=\pi q^2/4\),

\[
\frac{\kappa}{2k_F}=\frac{2}{\pi q},
\]

which is 0.64 at \(q=1\) and 0.53 at \(q_c\). The linearisation also requires \(|V|\ll E_F\). At one screening length from the donor, in units of \(2\,\mathrm{Ry}^*\), \(|V|=q/\mathrm e\), with \(\mathrm e\) the base of natural logarithms, and \(E_F=(k_Fa)^2/2\). Thus

\[
\frac{|V(1/\kappa)|}{E_F}=\frac{2q/\mathrm e}{(\pi q^2/4)^2}=\frac{32}{\mathrm e\,\pi^2q^3},
\]

or 1.19 and 0.71. Neither ratio is small, and the potential is stronger still closer to the donor. Both fall as the density rises, so the theory is better founded deep in the metal than at the threshold it is asked to locate. The two corrections act in opposite directions. With the same zero-energy criterion, the wavevector-dependent (Lindhard) free-electron response moves the coefficient from 0.36 to 0.40, while Thomas-Fermi screening without linearisation moves it to 0.26.

The model also omits electron correlation beyond this mean-field screening, disorder in the donor positions and overlap between donor orbitals. Band structure can matter as well. For \(g\) equivalent isotropic valleys without intervalley coupling, \(n=gk_F^3/(3\pi^2)\) and \(\kappa^2=4gk_F/(\pi a)\). Then \(k_Fa=\pi q^2/(4g)\), and

\[
na^3=\frac{g}{3\pi^2}\left(\frac{\pi q^2}{4g}\right)^3=\frac{\pi q^6}{192\,g^2}.
\]

More valleys supply more states at the Fermi level, screen better and lower the critical density in this model. The size of this drop should not be trusted. The ratio used above becomes \(\kappa/(2k_F)=2g/(\pi q)\), which grows with \(g\), and the free-electron response weakens at such large wavevectors. The long-wavelength formula therefore overstates the screening, the more so the more valleys there are. With the Lindhard response the threshold coefficient \(n^{1/3}a\) is 0.40, 0.31, 0.28 and 0.27 for \(g=1,2,4,6\), levelling off, whereas the formula above gives 0.36, 0.23, 0.14 and 0.11.

There is a further limit to what the threshold can say. The calculation assumed that every donor electron is free. Below the critical density of the model, that assumption contradicts itself within linearised Thomas-Fermi screening, because the screened donors can bind electrons. Above it, the metallic solution is consistent within the same screening, but a state with no free carriers, and hence no such screening, has not been excluded. Deciding between them requires their total energies.

For the supercell, this gives a graded decision. It applies to the ground state (zero temperature; dilute donors can ionise thermally even at \(k_BT\) well below \(\mathrm{Ry}^*\), the more easily the lower their density) of an uncompensated host with a single, nearly isotropic valley; the many-valley formula above is too rough to rescale the two numbers below. At densities well below \(n^{1/3}a=0.25\), treat the donor as a neutral bound centre, in a cell much wider than its orbital. Well above 0.40 (the Lindhard value, which lies above the Thomas-Fermi 0.36), start from an ionised donor in a degenerate electron gas. Between them the estimate does not decide, and a calculation should compare both descriptions, with several donors per cell if disorder is to be included. The numerical output lists the values for both thresholds.

## Numbers as computed

```
Model mass: 0.2 electron masses
Model relative permittivity: 10
Effective Bohr radius a: 2.646 nm
Effective Rydberg Ry*: 27.21 meV
Lower bound on threshold kappa a: 1.19010
Upper bound on threshold kappa a: 1.24305
Six-function Ritz threshold kappa a: 1.19061
Lowest eigenvalue lambda_1: 1.67981
Exact Yukawa threshold kappa a: 1.19061
Energy at kappa a = 1: -0.0206 Ry*
Binding left at kappa a = 1: 0.56 meV
[kappa a = 1] n a^3: 0.01636
[kappa a = 1] n^(1/3) a: 0.2539
[kappa a = 1] density n: 8.834e+17 cm^-3
[kappa a = 1] mean spacing n^(-1/3): 10.42 nm
[kappa a = 1] mean spacing / a: 3.94
[kappa a = 1] kappa a from statistics: 1.0000
[kappa a = 1] k_F a: 0.7854
[kappa a = 1] kappa/(2 k_F): 0.637
[kappa a = 1] Fermi energy: 16.79 meV
[kappa a = 1] Fermi temperature: 195 K
[kappa a = 1] |V(1/kappa)|/E_F: 1.19
[exact] n a^3: 0.04661
[exact] n^(1/3) a: 0.3599
[exact] density n: 2.516e+18 cm^-3
[exact] mean spacing n^(-1/3): 7.35 nm
[exact] mean spacing / a: 2.78
[exact] kappa a from statistics: 1.1906
[exact] k_F a: 1.1133
[exact] kappa/(2 k_F): 0.535
[exact] Fermi energy: 33.73 meV
[exact] Fermi temperature: 391 K
[exact] |V(1/kappa)|/E_F: 0.71
Ratio of the two densities: 2.849
```
